# Why Internal-Oxide Particles Grow with Depth Behind a Slowing Front

## 1. A tenfold change in size

In a model copper alloy with one per cent germanium, oxidised internally at 1200 K, an estimate that gives each oxide particle a cubic collection cell puts the radius at about 0.6 µm at a depth of 20 µm. At 200 µm the radius is about 5.9 µm. Their number density has fallen a thousandfold, although the oxide volume fraction is the same at both depths. Nothing in the alloy was graded beforehand. What changes with depth is the speed at which the oxidation front arrives.

The explanation is the Böhm–Kahlweit picture: particles nucleate in separate events, and between events the existing particles collect the solute. A slow front leaves more time for collection.

## 2. Model and sign conventions

The alloy fills $x>0$. Oxygen enters at $x=0$ and forms the oxide BO$_\nu$ with a dilute solute B. The atomic fractions are $c_O(x,t)$ and $c_B(x,t)$, with

$$
c_O(0,t)=c_S,\qquad c_B(x,0)=c_{B0}.
$$

Solute does not leave through the surface. Let $R\ge0$ be the rate at which B is converted to oxide, per metal site. Each B atom takes $\nu$ oxygen atoms, so

$$
\partial_t c_O=D_O\,\partial_x^2c_O-\nu R,\qquad
\partial_t c_B=D_B\,\partial_x^2c_B-R. \tag{1}
$$

Two rules close the model.

- **Growth.** $R$ is nonzero only at existing particles. Reaction there is fast and the residual solubility is neglected, so one reactant is exhausted: $\min(c_O,c_B)=0$.
- **Nucleation.** A new particle forms where $c_O^\nu c_B$ reaches a fixed threshold $K^*$. This exceeds the solubility product $K_{sp}$ because a nucleus must pay for its interface.

The nucleus has negligible size, and capillarity, trapping of oxygen and surface recession are left out. Diffusivities are constant. In the one-dimensional form of the model, the particles formed in one event are represented by a plane.

## 3. The mean front slows down

First ignore the separation of events and let a smooth front lie at $X(t)$. If little oxygen is stored in solution, its profile behind the front is nearly linear, falling from $c_S$ to zero. The arriving flux is $D_Oc_S/X$. Advancing by $dX$ consumes $\nu c_{B0}\,dX$ of oxygen, hence

$$
\nu c_{B0}\frac{dX}{dt}=\frac{D_Oc_S}{X}.
$$

Multiplying by $X$ and integrating from $X(0)=0$ gives

$$
X^2=\frac{2D_Oc_S}{\nu c_{B0}}\,t,\qquad
v\equiv\frac{dX}{dt}=\frac{D_Oc_S}{\nu c_{B0}X}. \tag{2}
$$

The speed is inversely proportional to depth.

Equation (2) omits solute that diffuses to the front from ahead. Wagner's similarity solution includes it. Put $X=2\gamma\sqrt{D_Ot}$ and $\delta=D_B/D_O$. Error functions solve the diffusion equations on the two sides:

$$
c_O=c_S\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_Ot})}{\operatorname{erf}\gamma}\right],\quad
c_B=c_{B0}\left[1-\frac{\operatorname{erfc}(x/2\sqrt{D_Bt})}{\operatorname{erfc}(\gamma/\sqrt\delta)}\right].
$$

Both vanish at $X$. The oxygen flux arriving from the left, $-D_O\partial_xc_O$, must equal $\nu$ times the solute flux arriving from the right, $D_B\partial_xc_B$. After the common factor $1/\sqrt{\pi t}$ is cancelled,

$$
\frac{c_S\sqrt{D_O}\,e^{-\gamma^2}}{\operatorname{erf}\gamma}
=\frac{\nu c_{B0}\sqrt{D_B}\,e^{-\gamma^2/\delta}}{\operatorname{erfc}(\gamma/\sqrt\delta)}. \tag{3}
$$

For $\gamma\ll1$ and $z=\gamma/\sqrt\delta\gg1$, use $\operatorname{erf}\gamma\approx2\gamma/\sqrt\pi$ and $\operatorname{erfc}z\approx e^{-z^2}/(\sqrt\pi z)$. Equation (3) becomes $c_S/(2\gamma)=\nu c_{B0}\gamma$, or $\gamma^2=c_S/(2\nu c_{B0})$, which is (2). The simple law therefore needs dilute dissolved oxygen and slow solute.

## 4. Why nucleation pauses

Consider a newly formed plane with fresh solute on both sides. If it held $c_B=0$ from the start, each side would supply a flux $c_{B0}\sqrt{D_B/(\pi t)}$. The total, $2c_{B0}\sqrt{D_B/(\pi t)}$, is initially larger than the oxygen supply can oxidise, which is $vc_{B0}$ in units of B. Oxygen is therefore the exhausted reactant. The plane holds $c_O=0$ and withdraws B at the constant rate $vc_{B0}$.

An amount of B removed from a plane at time $t'$ leaves a Gaussian deficit. At the plane itself its height per unit amount is $1/\sqrt{4\pi D_B(t-t')}$. Adding the deficits gives

$$
c_B(0,t)=c_{B0}-vc_{B0}\int_0^t\frac{dt'}{\sqrt{4\pi D_B(t-t')}}
=c_{B0}\left[1-v\sqrt{\frac{t}{\pi D_B}}\right]. \tag{4}
$$

The integral of $s^{-1/2}$ is $2\sqrt t$, which cancels the two from $\sqrt4$. Solute at the plane is exhausted at

$$
t_e=\frac{\pi D_B}{v^2}. \tag{5}
$$

A separate numerical solution of this diffusion problem gave 3.1415 for $t_ev^2/D_B$, against $\pi=3.1416$.

After $t_e$ the plane can no longer use all the oxygen. The surplus passes it, meets solute ahead, and raises $c_O^\nu c_B$ towards the threshold. If the next event followed at once, the mean front would have moved

$$
\Delta X\approx vt_e=\frac{\pi D_B}{v}. \tag{6}
$$

This is an estimate. Earlier planes have already removed some solute, which shortens the pause. Older planes still consume some oxygen, and the threshold takes time to reach; both lengthen it. If solute came from one side alone, that side would have to carry twice the flux assumed in (4). The deficit would double and the time would fall to $t_e/4$. The coefficient thus depends on the history, but the combination $D_B/v$ does not.

## 5. Scaling near the front

To see why, measure distance $x'$ from the latest plane and define

$$
y=\frac{vx'}{D_B},\quad \tau=\frac{v^2t}{D_B},\quad
u=\frac{c_B}{c_{B0}},\quad w=\frac{c_O}{\nu c_{B0}\delta},\quad
\rho=\frac{D_BR}{c_{B0}v^2}.
$$

Take $v$ as constant during one event. In the solute equation every term acquires the factor $c_{B0}v^2/D_B$. In the oxygen equation the diffusion term is

$$
D_O\,\nu c_{B0}\delta\,\frac{v^2}{D_B^2}\,\partial_y^2w
=\nu c_{B0}\frac{v^2}{D_B}\,\partial_y^2w,
$$

because $D_O\delta=D_B$. Dividing out the common factors leaves

$$
\partial_\tau u=\partial_y^2u-\rho,\qquad
\delta\,\partial_\tau w=\partial_y^2w-\rho. \tag{7}
$$

The oxygen supply $-D_O\partial_xc_O=\nu c_{B0}v$ becomes $-\partial_yw=1$, and the nucleation rule becomes

$$
w^\nu u=\kappa,\qquad
\kappa=\frac{K^*}{c_{B0}(\nu c_{B0}\delta)^\nu}. \tag{8}
$$

The speed has disappeared. If the more distant oxygen field does not matter, the spacing is therefore

$$
\Delta X=\lambda\frac{D_B}{v}
=\lambda\,\frac{\nu c_{B0}D_B}{D_Oc_S}\,X, \tag{9}
$$

where $\lambda$ depends on $\kappa$, $\delta$ and $\nu$, but not on depth. Estimate (6) corresponds to $\lambda=\pi$.

## 6. Scaling of the whole problem

The proviso about distant oxygen is serious: during one event oxygen may diffuse farther than the depth of the front. A second argument avoids it.

Suppose $c_O(x,t)$, $c_B(x,t)$ and $R(x,t)$ solve the full problem. For any $b>0$ form

$$
\tilde c_i(x,t)=c_i(x/b,t/b^2),\qquad
\tilde R(x,t)=b^{-2}R(x/b,t/b^2). \tag{10}
$$

One time derivative and two space derivatives each produce $b^{-2}$, so (1) still holds. The surface value, the initial composition, the growth rule and the threshold contain no length and are unchanged. An event at $(X_n,t_n)$ becomes one at $(bX_n,b^2t_n)$.

On a logarithmic depth scale, (10) is a shift by $\ln b$. Once the details of the start have been forgotten, the statistics of the pattern cannot depend on $\ln X$. The mean logarithmic spacing is then a constant,

$$
g=\langle\ln(X_{n+1}/X_n)\rangle. \tag{11}
$$

If the pattern settles to one repeating event, $X_{n+1}=qX_n$ with $q=e^g$. Scaling does not prove that it must settle in this way, nor that the start is forgotten. The numerical solution in Section 8, which uses a single starting state for the slowing front, tests whether the spacing becomes proportional to depth.

Two neighbouring planes whose geometric mean depth is $X$ lie at $Xe^{\pm g/2}$. Their separation is $2X\sinh(g/2)\approx gX$ for small $g$. Comparison with (9) gives $g=\lambda\nu c_{B0}D_B/(D_Oc_S)$. When distant oxygen matters, $\lambda$ can also depend on $c_S/(\nu c_{B0})$, but still not on depth.

**Constant speed.** Now let the surface deliver a constant oxygen flux $J$. With negligible storage of dissolved oxygen, $v=J/(\nu c_{B0})$ is constant. The length $D_B/v$ no longer changes, and (9) gives equal spacing. This rests on the proviso about distant oxygen, because the scaling (10) does not preserve a constant flux; a slow drift of the spacing with depth is not excluded. To sustain the flux, the surface oxygen fraction must rise as $JX/D_O$, so in a real alloy this regime ends when the metal itself begins to oxidise at the surface. The nucleation rule is the same in both cases, so the slowing of the front is what produces the increase.

## 7. From spacing to particle radius

In three dimensions, apply (10) to all coordinates. Distances between particles scale by $b$, as do their radii. Hence $r\propto X$ and the number density obeys $N\propto X^{-3}$.

The prefactor needs one further assumption. Let each particle collect solute from a cell of length $gX$ along the depth and $\alpha gX$ in the two lateral directions. Scaling makes $\alpha$ independent of depth but does not give its value. If $f$ is the oxide volume fraction,

$$
\frac{4\pi}{3}r^3=f\alpha^2(gX)^3
\quad\Longrightarrow\quad
r=gX\left(\frac{3f\alpha^2}{4\pi}\right)^{1/3}. \tag{12}
$$

The example takes cubic cells, $\alpha=1$, and takes $g$ from the planar calculation. This combination only sets a scale for the radius. The planar $g$ describes layers dense enough to stop the oxygen, which requires $\alpha$ well below one. In a sparse layer the new particles are at first too small to collect much solute, and oxygen can pass between them.

With $\Omega_{ox}$ the volume of one oxide unit and $\Omega_m$ that of one metal atom, $f=c_{B0}\Omega_{ox}/\Omega_m$. This neglects the solute that diffuses in from ahead, which raises $f$ by about 4% in the example.

## 8. Worked example

The rough, rounded inputs for dilute germanium in copper are $D_O=1500$ µm²/s, $D_B=0.30$ µm²/s, $c_S=10^{-4}$, $c_{B0}=0.010$ and $\nu=2$. The threshold is set to $K^*=10^{-12}$. Then

$$
\delta=\frac{0.30}{1500}=2.0\times10^{-4},\qquad
\frac{\nu c_{B0}\delta}{c_S}=\frac{2(0.010)(2.0\times10^{-4})}{10^{-4}}=0.040,
$$

$$
\kappa=\frac{10^{-12}}{0.010\,(4.0\times10^{-6})^2}=6.25.
$$

Equations (1) were solved numerically with both rules of Section 2. The positions of new planes were not prescribed. Ten well-resolved planes, spanning a factor of about 3.5 in depth, gave a spacing proportional to $X^{1.00}$. The oxide deposited per plane varied as $X^{0.98}$. Total uptake was within 0.4% of Wagner's continuous solution. The mean logarithmic spacing was $g=0.140$, so successive depths differ by a factor $q=1.15$. Doubling the time step changed $g$ by 2%. A step four times smaller gives $g\approx0.138$, so the value used below, and the gaps and radii derived from it, are about 1.5% high.

The corresponding coefficient is $\lambda=0.1402/0.040=3.5$. Estimate (6) is about 10% below it. This value uses the speed from (2); with the 4% lower speed from (3), $\lambda=3.4$ and the estimate is about 7% below. This closeness does not confirm each step of the estimate, because the corrections named in Section 4 act in opposite directions and were not separated.

With a constant oxygen flux the spacing exponent was 0.05, close to the expected zero. Halving that flux, at fixed composition, diffusivities and threshold, multiplied the mean gap by 1.88. Equation (9) predicts 2; the gap ratio is 6% smaller. The shortfall persists on a finer mesh with a smaller step. The gaps rise from about $3.4$ to $3.9\,D_B/v$ over the first dozen planes before levelling off, and the slower case samples the earlier part of this rise. Start-up effects and the distant oxygen field are possible causes, which were not separated.

For the particles, $f=0.010(0.048/0.012)=0.040$, and (12) gives

$$
\frac rX=0.1402\left(\frac{3\times0.040}{4\pi}\right)^{1/3}=0.030.
$$

At 100 µm the gap is 14 µm, the radius 3.0 µm and the density $3.6\times10^{-4}$ µm$^{-3}$. Equation (3) gives $\gamma=0.0490$, and the exposure time is

$$
t=\frac{X^2}{4\gamma^2D_O}
=\frac{100^2}{4(0.04902)^2(1500)}\approx694\ \text{s}.
$$

The simple law (2) would give 667 s; solute arriving from ahead accounts for all but about 1 s of the difference. These times refer to the smooth mean front. A new plane forms about 13% ahead of it, so a plane at 100 µm appears at about 540 s. The front speed at this depth is 0.072 µm/s, so one gap takes $14.0/0.072\approx194$ s. In that time oxygen diffuses a distance of order $\sqrt{1500\times194}\approx540$ µm, several times the depth. The argument of Section 6 is therefore needed here.

## 9. When the threshold drifts

A real nucleation threshold is not a fixed number. Nucleation has a rate, and a slow front offers more time and a larger cell in which one event can occur. This introduces a correction to $r\propto X$.

Let the rate per volume be $Ae^{-B}$, where $B$ is the barrier in units of $kT$. A cell has volume proportional to $X^3$. The time available is $gX/v\propto X^2$. One event per cell therefore requires, with slow changes of $A$ and $g$ neglected,

$$
e^{-B}X^5=\text{constant}\quad\Longrightarrow\quad \frac{dB}{d\ln X}=5.
$$

For a spherical nucleus with interface energy $\sigma$, the free energy is $4\pi r^2\sigma-(4\pi/3)r^3G$. The driving energy per volume is $G=kTL/\Omega_{ox}$, with $L=\ln(K^*/K_{sp})$. Setting the derivative to zero gives $r_c=2\sigma/G$, and substitution gives

$$
B=\frac{4\pi\sigma r_c^2}{3kT}=\frac{16\pi\sigma^3}{3G^2kT}\propto L^{-2}. \tag{13}
$$

Thus $dB=-2B\,dL/L$. At fixed $K_{sp}$, $dL=d\ln K^*$, and so

$$
\frac{d\ln K^*}{d\ln X}=-\frac{5L}{2B}. \tag{14}
$$

If $g\propto(K^*)^s$ over the range concerned, then (12) gives the local exponent

$$
\frac{d\ln r}{d\ln X}=1-\frac{5sL}{2B}. \tag{15}
$$

This assumes that the pattern follows the slowly drifting threshold.

Take $K_{sp}=10^{-16}$ and $\sigma=0.75$ J/m², again rough values. Then $L=\ln10^4=9.21$, $r_c=0.47$ nm and $B=42$. Lowering $K^*$ tenfold, with everything else fixed, reduced $g$ from 0.143 to 0.112 at the same time step. Hence $s=\log_{10}(0.1431/0.1122)=0.106$, and

$$
1-\frac{5(0.106)(9.21)}{2(42.2)}=0.94.
$$

This $s$ is a secant over a decade of $K^*$ at a coarse time step, and it underestimates the local slope. With a step four times smaller, $g$ falls from 0.138 to 0.103 over the same decade, so the secant is about 0.13. The slope between $K^*/2$ and $2K^*$ is about 0.15, which puts the local exponent where $B=42$ near 0.92. Over a whole decade of depth $B$ rises by $5\ln10=11.5$, so the change in $L$ must be taken from (13) directly. If the chosen threshold applies at 20 µm, then at 200 µm $L=9.21\sqrt{42.2/53.7}=8.17$, and the threshold has fallen to $e^{8.17-9.21}\approx0.35$ of its initial value. With $s=0.106$ the radius grows by a factor of about $10\times0.35^{0.106}\approx8.9$ instead of 10; the better-resolved slope over this range, $s\approx0.14$, gives about 8.6. The correction is modest because spacing depends weakly on the threshold in this range.

The chosen threshold can also be checked for consistency. Count one attempt per solute atom per diffusive jump, throughout one cell and one interval between events at 100 µm. The logarithm of this number is 49, compared with $B=42$. One successful event would need $B\approx49$, hence $L\approx9.21\sqrt{42.2/49.3}=8.5$ and a threshold about half the chosen one. With $s=0.106$, that lowers $g$ by about 7%; at the smaller time step the reduction is about 9%. The count is generous, since it gives the whole cell the peak supersaturation for the whole interval.

## 10. Range of validity and the real alloy

The proportional law needs particles much larger than their nuclei. The calculated radius equals $r_c$ at a depth of only $0.47\ \text{nm}/0.030\approx16$ nm, so the law can begin only well beyond that depth. It also needs a constant surface oxygen fraction: a changing gas atmosphere introduces a time scale and breaks (10).

Two other neglected effects are small or moderate here. Well-separated impermeable spheres reduce the effective oxygen diffusivity by the Maxwell factor $(1-f)/(1+f/2)$, a loss of 5.9%; spheres crowded into dense layers block more. At fixed $\lambda$, (9) then makes the spacing about 6% larger. Later coarsening can be sized with the Lifshitz–Slyozov–Wagner law,

$$
\Delta(r^3)=\frac{8\sigma\Omega_{ox}D_Bc_{eq}}{9kT}\,\frac{\Omega_{ox}}{\Omega_m}\,t,
\qquad c_{eq}=\frac{K_{sp}}{c_O^\nu}.
$$

With $c_O=10^{-5}$, the level at which undepleted alloy reaches the threshold, and $t=694$ s, this is $6\times10^{-8}$ of $r^3$ at 100 µm. This is not the worst case: where oxygen is nearly exhausted, $c_{eq}$ is larger and oxygen transport shares control. With both resistances in series the largest value, near $c_O=3\times10^{-7}$, is about $2\times10^{-5}$ of $r^3$. Coarsening does not produce the size gradient in this example.

The inputs represent copper–germanium near 1200 K, with surface oxygen near the limit set by copper oxide, only roughly. Micrometre-sized particles are coarse compared with the submicrometre dispersions wanted for strengthening copper, and the calculated radii should not be read as measurements. The least secure part of the prefactor is the use of $\alpha=1$ with a planar $g$, so the radii quoted for cubic cells are not a self-consistent prediction. If lateral spacing were one tenth of the axial spacing, a case in which a layer acts much more like a plane, (12) would multiply every radius by $0.1^{2/3}=0.22$, giving about 0.6 µm at 100 µm, without changing the exponent. Such spheres would span about 91% of the lateral spacing and cover two thirds of the layer area, and they would touch at $\alpha\approx0.076$, so the 5.9% blocking estimate would not apply to them. Real alloys also contain grain boundaries and dislocations, which can speed transport and aid nucleation. A lower threshold reduces the spacing: the tenfold reduction above lowered it by 22% at the coarse time step and by about 26% at the smaller one. This weak dependence should not be extended to much lower thresholds. Finally, an oxide unit occupies four times the volume of the metal atom it replaces. If no metal moved away, oxide and metal would share the misfit. A linear elastic estimate with an oxide bulk modulus and a metal shear modulus of 30 GPa then gives roughly 1.4 to 6 eV per oxide unit, depending on how so large a misfit strain is defined. That is more than the driving energy $kTL\approx0.95$ eV, so on this rough estimate no nucleus could form. The model therefore assumes that metal is carried away as the oxide forms, and it leaves out any elastic energy that remains.

At fixed alloy composition and temperature, a more uniform particle size requires, in this model, a more uniform front speed. With a fixed surface oxygen fraction the speed falls as $1/X$, and the size gradient follows. Holding the speed constant means raising that fraction in proportion to depth, which is possible only below the limit set by copper oxide. The numerical output lists the values at the other depths.

## Calculated quantities

```
Temperature: 1200 K
Oxygen diffusivity: 1500 um^2/s
Solute diffusivity: 0.30 um^2/s
Surface oxygen fraction: 1.0e-04
Initial solute fraction: 0.010
Oxygen atoms per solute atom: 2
Threshold product: 1.0e-12 (fractions)
Solubility product: 1.0e-16 (fractions)
Oxide volume per unit: 0.048 nm^3
Metal volume per atom: 0.012 nm^3
Interface energy: 0.75 J/m^2
Diffusivity ratio D_B/D_O: 2.0e-04
Local length / depth: 0.0400
Scaled threshold kappa: 6.250
Threshold oxygen fraction at full solute: 1.00e-05
Exhaustion time, numerical: 3.1415 D_B/v^2
Exhaustion time, formula: 3.1416 D_B/v^2
Resolved planes in fit: 10
Spacing exponent, slowing front: 1.002
Deposit exponent, slowing front: 0.984
Spacing exponent, constant speed: 0.053
Gap ratio after halving speed: 1.875
Mean log depth ratio g: 0.1402
Same g with doubled time step: 0.1431
g at one tenth threshold: 0.1122
Mean successive-depth ratio q: 1.1505
Spacing factor lambda: 3.505
Deposit / original solute in cells: 1.027
Simulated / Wagner total uptake: 0.996
Wagner front constant: 0.04902
Oxide volume fraction: 0.040
Radius / depth: 0.02974
Depth 20 um: gap 2.804 um, radius 0.595 um
  time 27.7 s, density 4.537e-02 um^-3
Depth 50 um: gap 7.009 um, radius 1.487 um
  time 173.4 s, density 2.904e-03 um^-3
Depth 100 um: gap 14.019 um, radius 2.974 um
  time 693.6 s, density 3.630e-04 um^-3
Depth 200 um: gap 28.037 um, radius 5.948 um
  time 2774.3 s, density 4.537e-05 um^-3
Front speed at 100 um: 0.0721 um/s
Time between events at 100 um: 194.5 s
Critical nucleus radius: 0.472 nm
Nucleation barrier: 42.2 kT
Log attempts per cell and event: 49.3
Power s in g proportional to K*^s: 0.106
Radius exponent with drifting threshold: 0.942
Ripening volume / particle r^3 at 100 um: 6.11e-08
Oxygen diffusivity loss by blocking: 5.9 %
```
